# Thermal growth of forbidden d-d bands and the sharpness of spin flips

**Q:** I measure the absorption of a $d^3$ ion at an octahedral site. A broad d-d band grows when I heat the crystal, while a spin-flip line stays narrow. Why is the band there at all, if parity forbids it?

**A:** Parity forbids the electric-dipole transition only with the nuclei held at the centrosymmetric geometry. (A magnetic-dipole transition is not forbidden by parity at all; its size is estimated below.) The $d$ states $g$ (ground) and $e$ (excited) are both even, the electric dipole $\mu$ is odd, and so $\langle g|\mu|e\rangle=0$ there. A vibration that is odd under inversion removes the symmetry whenever it displaces the nuclei from that geometry.

Take one odd mode with quantum $w_u=\hbar\omega_u$ and dimensionless coordinate $q$, so that its energy operator is $w_u(p^2+q^2)/2$ with $[q,p]=i$. Let the motion couple $g$ and $e$ to an odd electronic state $u$ through $Vq$. First-order perturbation theory at fixed nuclei gives

$$|e'\rangle=|e\rangle+\frac{Vq}{E_e-E_u}|u\rangle,\qquad |g'\rangle=|g\rangle+\frac{Vq}{E_g-E_u}|u\rangle .$$

With equal real dipole elements $\mu_{gu}=\mu_{ue}=\mu$, the terms linear in $q$ are

$$\langle g'|\mu|e'\rangle=m_1q,\qquad m_1=-\mu V\left[\frac{1}{E_u-E_e}+\frac{1}{E_u-E_g}\right].$$

The minus sign comes from reversing both denominators. It has no effect on the intensity.

For numbers I choose round model parameters: $E_g=0$, $E_e=18000$, $E_u=60000$, $V=300$ and $w_u=250$, all in cm⁻¹, and a dipole length $\mu=0.50$ Å (the dipole divided by the elementary charge). Then

$$|m_1|=0.50\times300\left(\frac1{42000}+\frac1{60000}\right)=0.00607\ \text{Å}.$$

This is about one percent of the allowed dipole length.

**Q:** Where does the temperature enter? The average of $q$ is zero at every temperature.

**A:** Intensity contains the square of the dipole. Let $i$ and $f$ be vibrational states of the lower and upper electronic levels, and $p_i$ the Boltzmann weight of $i$. The final states form a complete set, so

$$I=\sum_{i,f}p_i|\langle f|m_1q|i\rangle|^2=\sum_i p_i\langle i|m_1^2q^2|i\rangle=m_1^2\langle q^2\rangle .$$

For an oscillator $q=(b+b^\dagger)/\sqrt2$. Only $bb^\dagger$ and $b^\dagger b$ have diagonal elements, whose thermal averages are $\bar n+1$ and $\bar n$. With $\bar n=1/(e^{w_u/kT}-1)$,

$$\langle q^2\rangle=\tfrac12(2\bar n+1)
=\tfrac12\,\frac{e^{w_u/kT}+1}{e^{w_u/kT}-1}
=\tfrac12\coth\frac{w_u}{2kT}.$$

Therefore

$$I(T)=\frac{m_1^2}{2}\coth\frac{w_u}{2kT}.$$

The frequency is that of the ground state, because the average is taken there. A displaced or stiffened upper potential redistributes the intensity among the final states, but leaves this sum unchanged.

At low temperature the factor tends to 1: zero-point motion keeps the band alive. When $kT\gg w_u$ it tends to $2kT/w_u$. At 300 K, $kT=208.5$ cm⁻¹, so the high-temperature form gives 1.67 while the full factor is 1.86. Room temperature is not yet classical for this mode.

**Q:** Is $I$ the area under my absorption band?

**A:** Not quite. The absorption cross-section carries one factor of photon energy $E$, so $I$ is proportional to the area of absorption divided by $E$. Stimulated emission is negligible here, since $E\gg kT$.

The ordinary area is proportional to the oscillator strength $f$. For one polarization, each line contributes $2m_eE|M|^2/\hbar^2$, where $m_e$ is the electron mass and $M$ the dipole length. Suppose that the odd mode has the same frequency and equilibrium position in both electronic states. The operator $q$ then changes its quantum number by one:

$$|\langle n+1|q|n\rangle|^2=\frac{n+1}{2},\qquad |\langle n-1|q|n\rangle|^2=\frac n2 .$$

Creating a quantum costs $w_u$ extra photon energy, and destroying one saves $w_u$. If $E_v$ is the vertical electronic energy, the energy-weighted sum is

$$\frac{m_1^2}{2}\left[(\bar n+1)(E_v+w_u)+\bar n(E_v-w_u)\right]
=\frac{m_1^2}{2}\left[E_v\coth\frac{w_u}{2kT}+w_u\right].$$

Multiplication by $2m_e/\hbar^2$ gives $f=1.09\times10^{-5}$ at 5 K and $2.03\times10^{-5}$ at 300 K. The growth is

$$\frac{18000\times1.8633+250}{18000+250}=1.85,$$

against 1.86 for pure coth. The difference is small because $w_u\ll E_v$.

This counts the electric dipole only. The magnetic dipole is even and needs no odd mode. Its effective length is $\hbar/2m_ec$ times the matrix element of $L_z$. For the $^4A_2\to{}^4T_2$ band treated below, the summed square of that element is $L(L+1)/3=4$ with $L=3$, so $f_{\rm MD}=2E_v/m_ec^2=8.7\times10^{-6}$ in vacuum, independent of temperature. For the weak odd coupling chosen here this is about 80% of the vibronic strength at 5 K, and the total area would grow by only 1.47. The coth law describes the whole band only when the vibronic part is much larger than $f_{\rm MD}$.

**Q:** Your dipole came from perturbation theory at fixed nuclei. Does the law survive if electrons and nuclei move together?

**A:** It does for these parameters. I put the three electronic states and 30 levels of the odd oscillator into one Hamiltonian matrix, diagonalized it numerically, and summed the squared dipoles from the thermally populated lower levels to the upper $d$ levels. The sum grows by a factor 1.869 between 5 and 300 K, which is 0.3% above the coth value.

One reason for a difference is visible in second order. Coupling to $u$ lowers the ground-state potential by $V^2q^2/E_u=1.5\,q^2$ cm⁻¹. This softens the mode slightly and makes its thermal growth larger. The fixed-nucleus dipole also neglects terms of relative order $w_u/(E_u-E_e)=0.006$.

The law fails when the odd mode is strongly anharmonic, when terms in the dipole beyond the linear one matter, or when $u$ comes close to $e$. With several independent odd modes $j$, the cross terms average to zero and $I=\tfrac12\sum_j m_j^2\coth(w_j/2kT)$. A single frequency fitted to such data is an effective one.

**Q:** So the spin-flip line is narrow because it does not use the odd mode?

**A:** No. Strength and width are separate questions. The odd mode controls the strength of a parity-forbidden transition. The main width of the band comes from even modes whose equilibrium positions change with the electronic state. I keep one of them.

Consider the breathing motion, in which all six ligands move radially by $\delta R$. Let its quantum be $w_g$ and its coordinate $q_g$. If the upper-minus-lower electronic energy varies as $E_v-w_gd\,q_g$, the upper potential is

$$E_v-w_gd\,q_g+\tfrac12w_gq_g^2
=E_v-\tfrac12w_gd^2+\tfrac12w_g(q_g-d)^2 .$$

Its minimum is displaced by $d$. The energy released by relaxing to that minimum is $Sw_g$, with $S=d^2/2$, the Huang-Rhys factor.

**Q:** What does orbital occupancy have to do with $d$?

**A:** It sets the force on the ligands. Write $\Delta$ for the cubic splitting 10Dq between the $t_{2g}$ and $e_g$ orbitals. Apart from a part common to all states of the ion, the field energy is $\Delta N$, where $N$ counts $e_g$ electrons. For a normalized eigenstate, the Hellmann-Feynman theorem gives $dE/d\Delta=\langle N\rangle$: the terms from the changing eigenvector multiply the derivative of its norm, which is zero. The transition energy therefore has slope $\delta N$, the change in $e_g$ occupancy.

I use the point-charge dependence $\Delta\propto R^{-5}$, so $d\Delta/dR=-5\Delta/R$. Six ligands of mass $M$ have kinetic energy $\tfrac12(6M)\dot R^2$. The oscillator length is thus $\ell=\sqrt{\hbar/(6M\omega_g)}$, and $\delta R=\ell q_g$. Equating the two expressions for the slope,

$$-w_gd=-\frac{5\Delta\,\delta N\,\ell}{R},\qquad d=\frac{5\Delta\,\delta N\,\ell}{Rw_g},\qquad S=\frac{d^2}{2}.$$

A positive $\delta N$ makes $d$ positive: an added $e_g$ electron pushes the ligands outward.

**Q:** Please apply that to the two transitions.

**A:** The ground state $^4A_2$ has three parallel spins in $t_{2g}$, one in each orbital. The spin-allowed band leads to $^4T_2$. Among the quartets, $t_{2g}^3$ gives $^4A_2$, $t_{2g}^2e_g$ gives $^4T_1$ and $^4T_2$, and $t_{2g}e_g^2$ gives another $^4T_1$. Thus $^4A_2$ and $^4T_2$ each occur once. Electron repulsion conserves spin and cubic symmetry, so it cannot mix either with another configuration. Their occupancies are 0 and 1, hence $\delta N=1$.

For $R=2.00$ Å, ligand mass 16 u, $\Delta=18000$ cm⁻¹ and $w_g=500$ cm⁻¹, $\ell=0.0265$ Å and

$$d=\frac{5\times18000\times0.0265}{2.00\times500}=2.39,\qquad S=2.84 .$$

The bonds lengthen by $2.39\times0.0265=0.063$ Å.

The spin flip leads to $^2E$, which also has essentially one electron in each $t_{2g}$ orbital. With a common exchange integral $J$, the spin energy is $-J\sum_{i<j}(\tfrac12+2\mathbf s_i\cdot\mathbf s_j)$. For total spin $S_t$,

$$\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=\tfrac12\left[S_t(S_t+1)-\tfrac94\right].$$

This is $\tfrac34$ for the quartet and $-\tfrac34$ for the doublet, so their energies are $-3J$ and 0. The gap $3J$ contains no $\Delta$, and in this limit the flip exerts no force through the cubic field.

**Q:** Is the occupancy really unchanged?

**A:** Nearly. Other $^2E$ states exist in configurations with $e_g$ electrons, and repulsion mixes them in. For a repulsion element $W$ to a configuration with $k$ such electrons, at energy about $k\Delta$, the admixed weight is $W^2/(k\Delta)^2$. It contributes $k$ times this, or $W^2/(k\Delta^2)$, to $\delta N$. The effect falls as $\Delta^{-2}$ in the limit of a very strong field. At ordinary fields repulsion also contributes to the energy gaps, and the fall is slower.

To find its size I diagonalized the repulsion and cubic field in all 120 determinants of three $d$ electrons. The repulsion is set by the Racah parameters $B=700$ and $C=3000$ cm⁻¹. In terms of the Slater radial integrals, $B=F^2/49-5F^4/441$ and $C=35F^4/441$. The result is a $^2E$ energy of 14175 cm⁻¹ and $\delta N=0.0297$. Hence

$$d=0.0297\times2.39=0.071,\qquad S=0.0025,$$

with a bond-length change of 0.0019 Å. Since $S\propto(\delta N)^2$, an occupancy change of 0.03 electron instead of one makes $S$ about 1100 times smaller.

Equal occupancy removes only this source of force. If $B$ and $C$ vary with $R$, the spin-flip energy does too. The occupancy force is so small here that even a weak variation can rival or cancel it, so the value of $S$ above is only the occupancy contribution. I have neglected that variation, covalency, and the Jahn-Teller modes that couple to the degenerate upper states. For $^4T_2$ the last omission is not small. If each ligand acts through a $\sigma$ interaction scaling as $R^{-5}$, the $e_g$ stretch adds half the breathing value of $S$ at equal quantum, 1.42, and widens the band at low temperature by a factor $\sqrt{1.5}$.

**Q:** How does $S$ become a linewidth?

**A:** Let $H_g$ be the even-mode oscillator and $H_e$ the same oscillator displaced by $d$, each measured from its own minimum. The distribution of vibrational energy changes has the Fourier transform

$$G(\tau)=\sum_{i,f}p_i|\langle f|i\rangle|^2e^{-i(E_f-E_i)\tau}
=\langle e^{iH_g\tau}e^{-iH_e\tau}\rangle .$$

Since $e^{-idp}$ displaces $q_g$ by $d$, $H_e=e^{-idp}H_ge^{idp}$. With $p(\tau)=e^{iH_g\tau}pe^{-iH_g\tau}$, this gives $G=\langle e^Ae^B\rangle$, where $A=-idp(\tau)$ and $B=idp$.

Their commutator is a number, so $e^Ae^B=e^{A+B+[A,B]/2}$. The exponent $L=A+B$ has the form $\alpha b^\dagger-\alpha^*b$, and the same identity gives $e^L=e^{-|\alpha|^2/2}e^{\alpha b^\dagger}e^{-\alpha^*b}$. Expanding both exponentials, and using the thermal average $\langle n!/(n-k)!\rangle=k!\,\bar n^k$ of the geometric distribution,

$$\langle e^L\rangle=e^{-|\alpha|^2/2}\sum_k\frac{(-|\alpha|^2\bar n)^k}{k!}
=e^{-|\alpha|^2(\bar n+1/2)}=e^{\langle L^2\rangle/2}.$$

Combining $\tfrac12\langle(A+B)^2\rangle$ with $\tfrac12[A,B]$ leaves $\tfrac12\langle A^2\rangle+\tfrac12\langle B^2\rangle+\langle AB\rangle$. We need $\langle p^2\rangle=\bar n+\tfrac12$ and $\langle p(\tau)p\rangle=\tfrac12[(\bar n+1)e^{-iw_g\tau}+\bar ne^{iw_g\tau}]$. Therefore

$$\ln G=-S(2\bar n+1)+S(\bar n+1)e^{-iw_g\tau}+S\bar ne^{iw_g\tau}.$$

Here $\bar n$ belongs to the even mode. The terms in $-i\tau$ and $-\tau^2/2$ give the mean $Sw_g$ and the variance $Sw_g^2\coth(w_g/2kT)$.

**Q:** And when the odd mode is included?

**A:** Its energy change is $+w_u$ or $-w_u$, with weights proportional to $\bar n_u+1$ and $\bar n_u$. The mean is $w_u/(2\bar n_u+1)=w_u\tanh x_u$, with $x_u=w_u/2kT$. The mean square is $w_u^2$, so the variance is $w_u^2(1-\tanh^2x_u)$. The modes are independent, hence

$$\bar E=E_v+w_u\tanh x_u,$$

$$\sigma^2=Sw_g^2\coth\frac{w_g}{2kT}+w_u^2\operatorname{sech}^2x_u .$$

These moments weight each line by its squared dipole. For $^4T_2$, the centre moves from 18250 to 18134 cm⁻¹ between 5 and 300 K, because lines that destroy an odd quantum gain weight. The rms width grows from 843 to 948 cm⁻¹. If the band kept its shape, its peak would therefore grow by only $1.863\times843/948=1.66$. Integrate the band before fitting coth.

**Q:** What is the corresponding width of the spin flip?

**A:** An rms width is a poor measure there. It counts the spacing between the narrow lines made by the odd mode, and at low temperature a weak distant sideband can dominate it. Ask what fraction of the even-mode weight involves no net change of quanta. Expand the last two exponentials in $G$ and keep equal powers:

$$P_0=e^{-S(2\bar n+1)}\sum_k\frac{[S^2\bar n(\bar n+1)]^k}{(k!)^2}.$$

At low temperature $P_0=e^{-S}$. This is 0.058 for $^4T_2$ but 0.9975 for $^2E$. At 300 K the values are 0.069 and 0.9970. These fractions assume a transition dipole independent of $q_g$. Under that condition the spin flip keeps almost all its weight out of the even-mode sidebands.

The rise for $^4T_2$ belongs to the one-mode model. Processes that absorb and emit equal numbers of quanta return to the same energy and add the terms $k\ge1$. With a spread of phonon frequencies, most such pairs would not cancel in energy.

**Q:** Then what should a spin flip look like at a site with inversion symmetry?

**A:** Its electric-dipole origin is still absent. A magnetic-dipole origin is allowed by parity; once spin-orbit coupling lifts the spin rule it gives a narrow unshifted line that does not follow the coth law and can be comparable to the vibronic lines. The odd mode gives two further narrow features, at $+w_u$ and $-w_u$ from the origin, with strengths proportional to $\bar n_u+1$ and $\bar n_u$. If the dipole does not depend on the even mode, their sum follows the same coth law as the broad band. A sharp transition can thus grow on heating.

The spin prohibition needs a separate remedy, since the electric dipole does not act on spin. Spin-orbit coupling, with constant $\zeta$, mixes quartets into the doublet with amplitudes proportional to $\zeta$ and weights proportional to $\zeta^2$, as long as $\zeta$ is small compared with the gaps. Including $\zeta=200$ cm⁻¹ in the diagonalization gives a quartet weight of 0.0038 and raises $\delta N$ from 0.030 to 0.033. The borrowing hardly disturbs the occupancy. The quartet weight is not itself the intensity ratio, which also needs the dipoles of the admixed states.

Borrowing can also create even-mode sidebands without any displacement. The amplitude taken from $^4T_2$ varies inversely with its gap to $^2E$. With the occupancy forces above, this gap is $3825-500(2.39-0.07)q_g$ cm⁻¹, so the amplitude has a relative slope of about 0.30 per unit $q_g$. Since $|\langle1|q_g|0\rangle|^2=\tfrac12$, the first sideband can reach several percent of the main line, more than the displacement alone would give. The main line remains the strongest feature.

**Q:** Ruby's R lines are seen at their origins. Does this contradict the argument?

**A:** No. The chromium site in ruby has no inversion centre. To model a static odd field, replace $q$ in the dipole by $q+q_0$, with $q_0$ constant. Since $\langle q\rangle=0$,

$$I=m_1^2\langle(q+q_0)^2\rangle=m_1^2\left[q_0^2+\tfrac12\coth\frac{w_u}{2kT}\right].$$

The constant term feeds lines in which the odd quantum number does not change, and so permits an electric-dipole origin. It also weakens the relative growth of the whole transition. For $q_0^2=\tfrac12$, the growth from 5 to 300 K is $(1+1.863)/2=1.43$, instead of 1.86. A fit of pure coth to such a band would return a wrong mode frequency.

**Q:** My R lines do broaden somewhat on heating. What is left to broaden them?

**A:** A change of vibrational stiffness can do it even when $S=0$. Let the upper potential contain an extra $\kappa q_g^2/2$. The quantum becomes $\sqrt{w_g(w_g+\kappa)}$, a change $\delta w$. Lines that keep the quantum number $n$ then lie at $(n+\tfrac12)\delta w$. For $\kappa\ll w_g$ these lines carry nearly all the weight, and their spread is

$$\sigma_0=|\delta w|\sqrt{\langle n^2\rangle-\bar n^2}=|\delta w|\sqrt{\bar n(\bar n+1)},$$

because $\langle n(n-1)\rangle=2\bar n^2$. It vanishes at low temperature and becomes proportional to $T$ when $kT\gg w_g$.

With $\kappa=10$ cm⁻¹, $\delta w=4.98$ cm⁻¹, and the spread rises from 0.14 cm⁻¹ at 100 K to 1.65 cm⁻¹ at 300 K. The latter is nearly 600 times smaller than the width of the $^4T_2$ band. One mode gives a group of discrete lines, however. A smooth homogeneous width needs a continuum of phonons, so these values show the mechanism and do not predict ruby's linewidth.

**Q:** Which measurement would separate the two effects in my crystal?

**A:** Compare integrated strength and line shape for both transitions. Growth of the integrated strength mainly reports odd motion, diluted by any static odd field and by any magnetic-dipole strength. For the spin-allowed band, the share of weight in even-mode sidebands reports the total $S$ of all displaced even modes; it gives the breathing displacement $d$ only if the Jahn-Teller part is known or negligible. For the spin flip, weak sidebands can also come from the borrowing of intensity, so their share does not give $d$ directly. If a spin flip grows strongly in area but remains narrow, its odd-mode dipole is active while the metal-ligand distance has barely changed. In the model with fixed $B$ and $C$, this also means that the $e_g$ occupancy has barely changed.

Numbers in the example were calculated in double precision.
